# Symmetrizing a Hopping Table by Group Averaging, Tested on Noisy hcp: test program

```python
"""Group averaging of a real-space hopping table, tested on a noisy hcp model.

Result under test: for space-group operations g = {W|w} (fractional coordinates),
    W tau_s + w = tau_g(s) + T_s   (T_s integer cell shift),
the average over g of
    block (g(s), g(s2), W R + T_s2 - T_s)  <-  D(g) H_(s,s2)(R) D(g)^T
is the orthogonal projection of the table on the symmetric tables, and it
restores all symmetry-enforced band degeneracies.
Symbols: tau = atom positions, R = cell vector, D = rotation matrix of the
real s, p, d orbitals, H_(s,s2)(R) = 9x9 hopping block in eV; lengths in angstrom.
"""
from itertools import product
import numpy as np

rng = np.random.default_rng(7)
a, c_over_a, alpha = 3.0, 1.6, 0.6
cutoff = 1.5 * a
huckel_factor, noise_sigma = 1.5, 0.05
E_s, E_p, E_d = -6.0, -2.0, -4.0
onsite = np.array([E_s] + [E_p] * 3 + [E_d] * 5)
lattice = np.array([[a, -a / 2, 0], [0, a * np.sqrt(3) / 2, 0],
                    [0, 0, a * c_over_a]])          # columns are a1, a2, a3
tau = np.array([[1/3, 2/3, 1/4], [2/3, 1/3, 3/4]])

# ---------- orbitals and their rotation matrices ----------
def orbital_polynomials(r):
    x, y, z = r.T
    q = np.sqrt(3)
    return np.array([np.ones_like(x), x, y, z, q*x*y, q*y*z, q*z*x,
                     q*(x*x - y*y)/2, (2*z*z - x*x - y*y)/2]).T

d_tensors = np.zeros((5, 3, 3))
for n, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    d_tensors[n, i, j] = d_tensors[n, j, i] = 1 / np.sqrt(2)
d_tensors[3] = np.diag([1, -1, 0]) / np.sqrt(2)
d_tensors[4] = np.diag([-1, -1, 2]) / np.sqrt(6)

def orbital_rotation(Q):
    D = np.zeros((9, 9))
    D[0, 0] = 1
    D[1:4, 1:4] = Q
    rotated = np.array([Q @ t @ Q.T for t in d_tensors])
    D[4:, 4:] = np.einsum('iab,jab->ij', d_tensors, rotated)
    return D

# ---------- space-group operations found from the structure ----------
def make_operation(W, w):
    site_map, shifts = [], []
    for s in range(2):
        for target in range(2):
            diff = W @ tau[s] + w - tau[target]
            if np.abs(diff - np.round(diff)).max() < 1e-6:
                site_map.append(target)
                shifts.append(np.round(diff).astype(int))
    if sorted(site_map) != [0, 1]:
        return None
    D = orbital_rotation(lattice @ W @ np.linalg.inv(lattice))
    return W, w, D, site_map, shifts

metric = lattice.T @ lattice
candidates = np.array(list(product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
transformed = candidates.transpose(0, 2, 1) @ metric @ candidates
isometries = candidates[np.abs(transformed - metric).max(axis=(1, 2)) < 1e-8]
operations = []
for W in isometries:
    for target in range(2):
        w = np.round(tau[target] - W @ tau[0], 9) % 1
        op = make_operation(W, w)
        if op is not None:
            operations.append(op)

def operation_label(W, w):
    return (tuple(int(v) for v in W.ravel()),
            tuple(int(v) % 12 for v in np.round(12 * w)))

labels = {operation_label(op[0], op[1]) for op in operations}
assert len(operations) == len(labels) == 24
for g in operations:
    for h in operations:
        assert operation_label(g[0] @ h[0], g[0] @ h[1] + g[1]) in labels

# rotation matrices against explicitly rotated functions
points = rng.normal(size=(30, 3))
for W, w, D, _, _ in operations:
    Q = lattice @ W @ np.linalg.inv(lattice)
    assert np.allclose(orbital_polynomials(points @ Q),
                       orbital_polynomials(points) @ D, atol=1e-10)

# ---------- clean table from quadrature of Gaussian-orbital overlaps ----------
nodes, weights = np.polynomial.hermite.hermgauss(5)
grid = np.array(list(product(nodes, repeat=3))) / np.sqrt(2 * alpha)
grid_weights = np.array([np.prod(v) for v in product(weights, repeat=3)])

def raw_overlap(d):
    left = orbital_polynomials(grid + d / 2)
    right = orbital_polynomials(grid - d / 2)
    return np.exp(-alpha * d @ d / 2) * (left.T * grid_weights) @ right

norms = np.sqrt(np.diag(raw_overlap(np.zeros(3))))
clean = {}
for s, s2 in product(range(2), repeat=2):
    for R in product(range(-3, 4), repeat=3):
        d = lattice @ (np.array(R) + tau[s2] - tau[s])
        length = np.linalg.norm(d)
        if length < 1e-8:
            clean[s, s2, R] = np.diag(onsite)
        elif length < cutoff:
            overlap = raw_overlap(d) / np.outer(norms, norms)
            mean_energy = (onsite[:, None] + onsite[None, :]) / 2
            clean[s, s2, R] = huckel_factor * mean_energy * overlap
keys = list(clean)

# ---------- table operations ----------
def reverse_key(key):
    return key[1], key[0], tuple(-n for n in key[2])

def image_key(op, key):
    W, _, _, site_map, shifts = op
    s, s2, R = key
    new_R = W @ np.array(R) + shifts[s2] - shifts[s]
    return site_map[s], site_map[s2], tuple(int(n) for n in new_R)

def symmetrize(table, ops):
    result = {}
    for op in ops:
        D = op[2]
        for key, block in table.items():
            new = image_key(op, key)
            result[new] = result.get(new, 0) + D @ block @ D.T / len(ops)
    return result

def hermitian_part(table):
    return {k: (table[k] + table[reverse_key(k)].conj().T) / 2 for k in table}

def random_noise():
    return hermitian_part({k: noise_sigma * rng.normal(size=(9, 9)) for k in keys})

def flat(table):
    return np.concatenate([table[k].ravel() for k in keys])

def max_difference(t1, t2):
    zero = np.zeros((9, 9))
    return max(np.abs(t1.get(k, zero) - t2.get(k, zero)).max()
               for k in set(t1) | set(t2))

def bands(table, k):
    H = np.zeros((18, 18), complex)
    for (s, s2, R), block in table.items():
        H[9*s:9*s+9, 9*s2:9*s2+9] += block * np.exp(2j * np.pi * np.dot(k, R))
    assert np.abs(H - H.conj().T).max() < 1e-10
    return np.linalg.eigvalsh(H)

# ---------- noisy table and its average ----------
noise = random_noise()
noisy = {k: clean[k] + noise[k] for k in keys}
sym = symmetrize(noisy, operations)
assert set(sym) == set(keys)
clean_change = max_difference(symmetrize(clean, operations), clean)
assert clean_change < 1e-10
assert max_difference(symmetrize(sym, operations), sym) < 1e-10
no_shift_ops = [(W, w, D, m, [np.zeros(3, int)] * 2)
                for W, w, D, m, _ in operations]
no_shift_damage = max_difference(symmetrize(clean, no_shift_ops), clean)
assert no_shift_damage > 0.01
removed = np.sum((flat(noisy) - flat(sym))**2)
left_over = np.sum((flat(sym) - flat(clean))**2)
total = np.sum((flat(noisy) - flat(clean))**2)
assert abs(total - removed - left_over) < 1e-9 * total

# ---------- number of free parameters and noise reduction ----------
def parameter_count(ops):
    count = 0.0
    for op in ops:
        D = op[2]
        for key in keys:
            new = image_key(op, key)
            if new == key:
                count += np.trace(D)**2
            if new == reverse_key(key):
                count += np.trace(D @ D)
    return count / (2 * len(ops))

identity = [op for op in operations if np.array_equal(op[0], np.eye(3))]
n_free, n_hermitian = parameter_count(operations), parameter_count(identity)
assert abs(n_free - round(n_free)) < 1e-8
n_samples = 160
samples = np.array([flat(symmetrize(random_noise(), operations))
                    for _ in range(n_samples)])
rank = np.linalg.matrix_rank(samples, tol=1e-9)
assert rank == round(n_free) < n_samples
sample_square = np.mean(np.sum(samples**2, axis=1)) / noise_sigma**2
# statistical tolerance: one standard deviation is near one percent
assert abs(sample_square / n_free - 1) < 0.06

# ---------- an s-s hopping is a plain mean over equivalent bonds ----------
def bond_length(key):
    return np.linalg.norm(lattice @ (np.array(key[2]) + tau[key[1]] - tau[key[0]]))

in_plane = [k for k in keys if k[0] == k[1] and abs(bond_length(k) - a) < 1e-8]
ss_mean = np.mean([noisy[k][0, 0] for k in in_plane])
assert len(in_plane) == 12
assert max(abs(sym[k][0, 0] - ss_mean) for k in in_plane) < 1e-12

# ---------- band symmetry and degeneracies ----------
def rotation_error(table, k):
    reference = bands(table, k)
    return max(np.abs(bands(table, k @ np.linalg.inv(op[0])) - reference).max()
               for op in operations)

generic_k = np.array([0.13, 0.22, 0.31])
rotation_noisy, rotation_sym = (rotation_error(t, generic_k) for t in (noisy, sym))
assert rotation_sym < 1e-9 and rotation_noisy > 1e-3

def level_groups(energies):
    return np.split(np.arange(18), np.where(np.diff(energies) > 1e-8)[0] + 1)

def largest_spread(energies, groups):
    return max(energies[g[-1]] - energies[g[0]] for g in groups)

special = {'Gamma': ((0, 0, 0), (6, 6, 0)), 'M': ((.5, 0, 0), (18, 0, 0)),
           'K': ((1/3, 1/3, 0), (6, 6, 0)), 'A': ((0, 0, .5), (0, 3, 3)),
           'L': ((.5, 0, .5), (0, 9, 0)), 'H': ((1/3, 1/3, .5), (0, 9, 0))}
report, smallest_gap = [], np.inf
for name, (k, expected) in special.items():
    e_sym, e_noisy = bands(sym, k), bands(noisy, k)
    groups = level_groups(e_sym)
    sizes = [len(g) for g in groups]
    pattern = tuple(sizes.count(n) for n in (1, 2, 4))
    assert pattern == expected and sum(sizes) == 18, (name, sizes)
    spread_noisy = largest_spread(e_noisy, groups)
    spread_sym = largest_spread(e_sym, groups)
    assert spread_sym < 1e-9
    assert name == 'M' or spread_noisy > 1e-3
    gaps = [e_sym[h[0]] - e_sym[g[-1]] for g, h in zip(groups, groups[1:])]
    smallest_gap = min(smallest_gap, min(gaps))
    report.append((name, pattern, spread_noisy, spread_sym))
assert smallest_gap > 1e-6

# pairing on the zone face needs time reversal as well as the space group
face_k = np.array([0.13, 0.29, 0.5])
noise_re, noise_im = ({k: noise_sigma * rng.normal(size=(9, 9)) for k in keys}
                      for _ in range(2))
complex_table = hermitian_part({k: clean[k] + noise_re[k] + 1j * noise_im[k]
                                for k in keys})
complex_sym = symmetrize(complex_table, operations)
assert rotation_error(complex_sym, generic_k) < 1e-9
def pair_splitting(table):
    e = bands(table, face_k)
    return np.max(e[1::2] - e[::2])
split_noisy, split_real, split_complex = map(pair_splitting,
                                             (noisy, sym, complex_sym))
assert split_real < 1e-9 and split_complex > 1e-4

# band errors relative to the clean model
k_samples = rng.uniform(-.5, .5, size=(40, 3))
clean_bands = np.array([bands(clean, k) for k in k_samples])
def band_error(table):
    e = np.array([bands(table, k) for k in k_samples])
    return np.sqrt(np.mean((e - clean_bands)**2))
error_noisy, error_sym = band_error(noisy), band_error(sym)
assert error_sym < error_noisy

# ---------- printed results ----------
print(f"a = {a:.2f} angstrom, c/a = {c_over_a:.2f}, cutoff = {cutoff:.2f} angstrom")
print(f"Gaussian exponent = {alpha:.2f} per angstrom^2, hopping factor = {huckel_factor}")
print(f"on-site s, p, d = {E_s}, {E_p}, {E_d} eV; noise sigma = {noise_sigma} eV")
print("operations:", len(operations), " blocks:", len(keys), " orbitals per cell: 18")
shells = sorted({round(bond_length(k), 4) for k in keys})
for r in shells:
    number = sum(k[0] == 0 and abs(bond_length(k) - r) < 1e-3 for k in keys)
    print(f"shell distance {r:.4f} angstrom: {number} blocks per atom")
screw_W = np.array([[1, -1, 0], [1, 0, 0], [0, 0, 1]])
screw = next(op for op in operations if np.array_equal(op[0], screw_W))
print("sixfold screw W =", screw[0].tolist(), " w =", screw[1].tolist())
for s in range(2):
    print(f"screw: atom {s} -> atom {screw[3][s]}, cell shift {screw[4][s].tolist()}")
print("screw: bond (0,1,(0,0,0)) ->", image_key(screw, (0, 1, (0, 0, 0))))
print(f"change of clean table by averaging = {clean_change:.1e} eV")
print(f"same with cell shifts omitted = {no_shift_damage:.4f} eV")
for k in in_plane:
    if k[0] == 0:
        print(f"s-s hopping atom 0, R={k[2]}: noisy {noisy[k][0,0]:.5f}, "
              f"averaged {sym[k][0,0]:.5f} eV")
print(f"clean in-plane s-s hopping = {clean[in_plane[0]][0,0]:.5f} eV")
print(f"free parameters: Hermitian {n_hermitian:.0f}, symmetric {n_free:.0f}")
print(f"rank of {n_samples} averaged random tables = {rank}")
print(f"mean square of averaged noise / sigma^2 = {sample_square:.2f}")
print(f"predicted rms error ratio = {np.sqrt(n_free / n_hermitian):.4f}")
print(f"rms error ratio in this example = {np.sqrt(left_over / total):.4f}")
print(f"rms hopping error: noisy {1e3*np.sqrt(total/flat(clean).size):.3f}, "
      f"averaged {1e3*np.sqrt(left_over/flat(clean).size):.3f} meV")
print(f"rms band error: noisy {1e3*error_noisy:.2f}, averaged {1e3*error_sym:.2f} meV")
print(f"energy change under k rotation: noisy {1e3*rotation_noisy:.2f} meV, "
      f"averaged {1e3*rotation_sym:.1e} meV")
print("point, (singlets, doublets, quartets), largest multiplet spread in meV:")
for name, pattern, spread_noisy, spread_sym in report:
    print(f"  {name}: {pattern}, noisy {1e3*spread_noisy:.2f}, "
          f"averaged {1e3*spread_sym:.1e}")
print(f"smallest gap between distinct levels there = {1e3*smallest_gap:.3f} meV")
k_point = special['K'][0]
e_clean, e_noisy, e_sym = (bands(t, k_point) for t in (clean, noisy, sym))
pair = next(g for g in level_groups(e_sym) if len(g) == 2)
for label, e in (('clean', e_clean), ('noisy', e_noisy), ('averaged', e_sym)):
    print(f"lowest K doublet, {label}: {e[pair[0]]:.5f}, {e[pair[1]]:.5f} eV")
print("zone-face test point k =", face_k.tolist())
print(f"largest pair splitting: noisy {1e3*split_noisy:.2f} meV, "
      f"averaged real {1e3*split_real:.1e} meV")
print(f"averaged table without time reversal: {1e3*split_complex:.3f} meV")
print("every check passed")
```

Running it gives:

```
a = 3.00 angstrom, c/a = 1.60, cutoff = 4.50 angstrom
Gaussian exponent = 0.60 per angstrom^2, hopping factor = 1.5
on-site s, p, d = -6.0, -2.0, -4.0 eV; noise sigma = 0.05 eV
operations: 24  blocks: 38  orbitals per cell: 18
shell distance 0.0000 angstrom: 1 blocks per atom
shell distance 2.9597 angstrom: 6 blocks per atom
shell distance 3.0000 angstrom: 6 blocks per atom
shell distance 4.2143 angstrom: 6 blocks per atom
sixfold screw W = [[1, -1, 0], [1, 0, 0], [0, 0, 1]]  w = [0.0, 0.0, 0.5]
screw: atom 0 -> atom 1, cell shift [-1, 0, 0]
screw: atom 1 -> atom 0, cell shift [0, 0, 1]
screw: bond (0,1,(0,0,0)) -> (1, 0, (1, 0, 1))
change of clean table by averaging = 4.4e-15 eV
same with cell shifts omitted = 1.3510 eV
s-s hopping atom 0, R=(-1, -1, 0): noisy -0.63786, averaged -0.62331 eV
s-s hopping atom 0, R=(-1, 0, 0): noisy -0.66397, averaged -0.62331 eV
s-s hopping atom 0, R=(0, -1, 0): noisy -0.57890, averaged -0.62331 eV
s-s hopping atom 0, R=(0, 1, 0): noisy -0.57890, averaged -0.62331 eV
s-s hopping atom 0, R=(1, 0, 0): noisy -0.66397, averaged -0.62331 eV
s-s hopping atom 0, R=(1, 1, 0): noisy -0.63786, averaged -0.62331 eV
clean in-plane s-s hopping = -0.60485 eV
free parameters: Hermitian 1548, symmetric 89
rank of 160 averaged random tables = 89
mean square of averaged noise / sigma^2 = 90.19
predicted rms error ratio = 0.2398
rms error ratio in this example = 0.2061
rms hopping error: noisy 35.009, averaged 7.217 meV
rms band error: noisy 117.72, averaged 45.78 meV
energy change under k rotation: noisy 278.75 meV, averaged 1.1e-11 meV
point, (singlets, doublets, quartets), largest multiplet spread in meV:
  Gamma: (6, 6, 0), noisy 343.33, averaged 2.2e-12
  M: (18, 0, 0), noisy 0.00, averaged 0.0e+00
  K: (6, 6, 0), noisy 289.51, averaged 8.9e-12
  A: (0, 3, 3), noisy 582.63, averaged 5.3e-12
  L: (0, 9, 0), noisy 369.23, averaged 6.8e-12
  H: (0, 9, 0), noisy 284.39, averaged 1.6e-11
smallest gap between distinct levels there = 8.156 meV
lowest K doublet, clean: -14.19049, -14.19049 eV
lowest K doublet, noisy: -14.32047, -14.03096 eV
lowest K doublet, averaged: -14.15251, -14.15251 eV
zone-face test point k = [0.13, 0.29, 0.5]
largest pair splitting: noisy 339.54 meV, averaged real 7.1e-12 meV
averaged table without time reversal: 105.621 meV
every check passed
```
